\section*{Ionization Yield from Fowler's Equation and from the Electron Degradation Spectrum}

\section{Two calculations that could disagree}

An electron released in an extreme-ultraviolet resist ionizes the polymer, its secondaries ionize further, and the number of ionizations enters the estimate of how much chemistry one photon starts. That number can be computed in two ways. One asks how many ionizations an electron of given energy will still cause. The other finds the energy spectrum of all electrons in the cascade and integrates the ionization rate over it. If the two need not agree, a difference between them has no clear meaning: it might be physics, or it might be an error of counting.

Such an error can be sizeable. In the resist model treated below, an 82 eV electron causes 4.64 ionizations on average. If the spectrum follows only the faster electron leaving each ionization, the count is 4.21, which is 9\% too low, although every cross section is unchanged. The equality derived here shows that a difference of this kind cannot come from the choice of method.

\section{Rates and the quantity to be found}

Let the medium be unbounded and uniform, without an electric field, and let the cascade electrons not interact with one another. An electron of energy $E$ ionizes at the rate $\Sigma_i(E)$ and excites at the rate $\Sigma_x(E)$, both per unit path length, and $\Sigma_t=\Sigma_i+\Sigma_x$. Ionization costs the binding energy $I$ and excitation costs $E_x<I$. Every inelastic collision therefore removes at least $\varepsilon=E_x$ from the kinetic energy of the cascade. Elastic scattering changes direction but not energy, so it adds the same term to the loss and the gain in each balance below and drops out.

Let $f(E,w)\,dw$ be the rate of ionizations whose slower outgoing electron has energy $w$, with $0\le w\le(E-I)/2$. The faster one has energy $E-I-w$. Exchange symmetry extends $f$ to the full range through $f(E,w)=f(E,E-I-w)$. For any function $g$, the substitution $u=E-I-w$ in the second term gives
\begin{align}
&\int_0^{(E-I)/2} f(E,w)\,[g(w)+g(E-I-w)]\,dw\nonumber\\
&\quad=\int_0^{(E-I)/2} f(E,w)g(w)\,dw+\int_{(E-I)/2}^{E-I} f(E,u)g(u)\,du
=\int_0^{E-I} f(E,w)g(w)\,dw .
\end{align}
One density thus counts both electrons, and $g=1$ shows that its full integral is $2\Sigma_i$. The rate of producing outgoing electrons of energy $E'$ is
\begin{equation}
k(E\to E')=f(E,E')\,\Theta(E-I-E')+\Sigma_x(E)\,\delta(E'-E+E_x).
\end{equation}

Let $N(E)$ be the mean number of ionizations caused by an electron of energy $E$ and all its descendants. The event that released the source electron is not included. Since $N=0$ for $E\le I$, all energy integrals below run from $I$ to the highest source energy $E_{\mathrm{h}}$ unless limits are shown. On this range $\Sigma_t$ is positive. Let $S(E)$ be the source spectrum, normalized to one electron, and let $y(E)\,dE$ be the total path length travelled by cascade electrons, source electron included, while their energy lies in $dE$. The claim is
\begin{equation}
\int y(E)\Sigma_i(E)\,dE=\int S(E)N(E)\,dE ,
\label{eq:claim}
\end{equation}
whose right side is $N(E_0)$ for a source of single energy $E_0$.

\section{First derivation: pairing the two balances}

Follow an electron of energy $E$ over a short path $\Delta s$. With probability $1-\Sigma_t\Delta s$ nothing happens and its expected yield is still $N(E)$. Otherwise it may score one ionization, and its outgoing electrons carry the remaining yield:
\begin{equation}
N(E)=(1-\Sigma_t\Delta s)N(E)+\Sigma_i\Delta s
+\Delta s\int k(E\to E')N(E')\,dE'+O(\Delta s^2).
\end{equation}
Cancelling $N(E)$, dividing by $\Delta s$ and letting $\Delta s\to0$ gives Fowler's equation,
\begin{equation}
\Sigma_t(E)N(E)=\Sigma_i(E)+\int k(E\to E')N(E')\,dE' .
\label{eq:fowler}
\end{equation}
It is called backward because it conditions on the first collision.

For the spectrum, count the electrons that enter and leave $dE$ during the whole cascade. They leave by colliding, $\Sigma_t y\,dE$ times. They enter from the source or from collisions at higher energy. Each electron that enters above $I$ eventually collides, so
\begin{equation}
\Sigma_t(E)y(E)=S(E)+\int k(E'\to E)y(E')\,dE' .
\label{eq:forward}
\end{equation}
This is the forward degradation equation. Multiply \eqref{eq:fowler} by $y(E)$, multiply \eqref{eq:forward} by $N(E)$, and integrate both:
\begin{align}
\int y\Sigma_tN\,dE&=\int y\Sigma_i\,dE+\iint y(E)k(E\to E')N(E')\,dE'dE,\\
\int N\Sigma_ty\,dE&=\int SN\,dE+\iint N(E)k(E'\to E)y(E')\,dE'dE .
\end{align}
Exchanging the names $E$ and $E'$ in the last double integral, and then the order of integration, turns it into the double integral of the line above. The exchange is allowed because the integrands are non-negative. The left sides are equal, so subtraction leaves \eqref{eq:claim}.

Subtraction also requires finite terms. Each ionization uses the energy $I$, so $N(E)\le E/I$. The integral $\int y\Sigma_t\,dE$ is the mean number of collisions above $I$, which cannot exceed $E_{\mathrm{h}}/\varepsilon$. Hence $\int y\Sigma_tN\,dE$ is finite, and so is each non-negative term on the right.

In operator language, $(LN)(E)=\Sigma_tN-\int k(E\to E')N(E')dE'$ has the adjoint $(L^\dagger y)(E)=\Sigma_ty-\int k(E'\to E)y(E')dE'$. The two equations read $LN=\Sigma_i$ and $L^\dagger y=S$. The source of one problem is the quantity measured in the other.

\section{Second derivation: summing collision chains}

The same result follows by enumerating what happens, without writing either balance first. When an electron of energy $E$ collides, the probability of ionization is $p=\Sigma_i/\Sigma_t$, and the mean density of outgoing electrons is $P(E\to E')=k(E\to E')/\Sigma_t(E)$. The mean number of ionizations made after $m$ earlier collisions in the line of descent is
\begin{equation}
J_m=\int\!\cdots\!\int S(E_0)P(E_0\to E_1)\cdots P(E_{m-1}\to E_m)\,p(E_m)\,dE_0\cdots dE_m .
\end{equation}
Carrying out the integrals from the left builds the densities of colliding electrons,
\begin{equation}
F_0=S,\qquad F_{m+1}(E)=\int F_m(E')P(E'\to E)\,dE',\qquad J_m=\int F_m\,p\,dE .
\end{equation}
Carrying them out from the right builds the yields by generation,
\begin{equation}
N_0=p,\qquad N_{m+1}(E)=\int P(E\to E')N_m(E')\,dE',\qquad J_m=\int S\,N_m\,dE .
\end{equation}
After $m$ collisions no electron has more energy than $E_m^{\max}=E_0-m\varepsilon$, and it must exceed $I$ to ionize. Hence $m<(E_0-I)/\varepsilon$ and the sum over $m$ is finite. Put $F=\sum_mF_m$ and $N=\sum_mN_m$. Summing the recursions gives
\begin{equation}
F(E)=S(E)+\int F(E')P(E'\to E)\,dE',\qquad
N(E)=p(E)+\int P(E\to E')N(E')\,dE' .
\end{equation}
With $F=\Sigma_ty$, the first is \eqref{eq:forward}. Multiplied by $\Sigma_t$, the second is \eqref{eq:fowler}. Summing the two expressions for $J_m$ gives
\begin{equation}
\int y\Sigma_i\,dE=\int Fp\,dE=\sum_mJ_m=\int SN\,dE .
\end{equation}
The solutions are also unique. The difference of two solutions of either equation reproduces itself under one more collision, and after enough collisions no energy above $I$ remains, so the difference is zero.

\section{A case solved by hand both ways}

Let ionization be the only process, let the remaining energy $E-I$ be shared uniformly, and measure energy in units of $I$. Then $P(E\to E')=2/(E-1)$ for $0<E'<E-1$. Take $E_0=3.5$.

Backward, $N=1$ for $1<E\le2$, since no outgoing electron can ionize. For $2<E\le3$,
\begin{equation}
N(E)=1+\frac{2}{E-1}\int_1^{E-1}dE'=1+\frac{2(E-2)}{E-1}=3-\frac{2}{E-1}.
\end{equation}
The outgoing electrons of the source collision reach up to 2.5, so
\begin{align}
N(3.5)&=1+\frac{2}{2.5}\left[\int_1^2dE'+\int_2^{2.5}\left(3-\frac{2}{E'-1}\right)dE'\right]\nonumber\\
&=1+0.8\,[1+1.5-2\ln1.5]=3-1.6\ln1.5 .
\end{align}

Forward, the source collision contributes the density $2/2.5=0.8$ up to $E=2.5$. For $1.5<E<2.5$ nothing else contributes. For $1<E<1.5$, collisions at $E'>E+1$ add to it, and there $F=0.8$:
\begin{equation}
F(E)=0.8+\int_{E+1}^{2.5}\frac{2(0.8)}{E'-1}\,dE'=0.8+1.6\ln\frac{1.5}{E}.
\end{equation}
Every collision above $I$ ionizes, so the yield is the source collision plus the integral of $F$:
\begin{align}
1+0.8(1.5)+1.6\int_1^{1.5}\ln\frac{1.5}{E}\,dE
&=2.2+1.6\left[E\ln\frac{1.5}{E}+E\right]_1^{1.5}\nonumber\\
&=2.2+1.6(0.5-\ln1.5)=3-1.6\ln1.5 .
\end{align}
Both roads give 2.3513.

\section{What each derivation assumes}

As written, both derivations take rates that depend on energy alone, and both need the same $k$ in the two problems. Neither says anything about fluctuations: only means are equated. In a bounded film, $N$ and $y$ would also have to depend on position and direction.

The pairing argument takes the two solutions as given and needs finite integrals. The chain argument uses the minimum loss to end the sum after finitely many collisions. In return it constructs the solutions, proves them unique and gives equality generation by generation.

The difference shows when a continuous energy loss $\beta(E)$ per unit path is added. The energy then changes between collisions, so the chain factors above must be rebuilt. The pairing argument needs one extra term. In the backward balance the electron that has not collided has energy $E-\beta\Delta s$, which adds $\beta\,dN/dE$ to the left of \eqref{eq:fowler}. In the forward balance, electrons drift into $dE$ from above and out below, which adds $d(\beta y)/dE$ to the right of \eqref{eq:forward}. Repeating the multiplication and subtraction gives
\begin{equation}
\int y\Sigma_i\,dE-\int SN\,dE=\int\left[y\beta\frac{dN}{dE}+N\frac{d(\beta y)}{dE}\right]dE
=\big[\beta yN\big]_{I}^{E_{\mathrm{h}}^+}.
\end{equation}
The upper limit, taken just above the source, vanishes because $y=0$ there. The lower limit vanishes if $N\to0$ at threshold while $\beta y$ stays finite. Under these conditions the equality survives.

The pairing also gives the effect of a further discrete loss $\omega$ at rate $\Sigma_p$. The changed yield $N'$ obeys
\begin{equation}
\Sigma_tN'-\int k(E\to E')N'(E')\,dE'=\Sigma_i+\Sigma_p\,[N'(E-\omega)-N'(E)] .
\end{equation}
Multiply by the unchanged $y$ and integrate. By \eqref{eq:forward} the left side becomes $\int SN'\,dE=N'(E_0)$, and by \eqref{eq:claim} the first term on the right is $N(E_0)$. Hence
\begin{equation}
N'(E_0)-N(E_0)=\int y\,\Sigma_p\,[N'(E-\omega)-N'(E)]\,dE .
\label{eq:shift}
\end{equation}
Replacing $N'$ by $N$ on the right gives the first-order estimate, which needs no new cascade calculation.

\section{An 82 eV electron in a styrenic resist}

A 13.5 nm photon has 91.84 eV. Subtracting a binding energy of 10 eV leaves 81.84 eV, rounded to $E_0=82$ eV. The model has a density of 1.2 g/cm$^3$ and repeat unit C$_8$H$_8$O, hence 6.015 units per nm$^3$. With 28 outer valence electrons per unit, $n=28\times6.015=168.4$ nm$^{-3}$. The binary-encounter-Bethe form is used for ionization, with orbital kinetic energy $U=25$ eV. Writing $a=w+I$, $b=E-w$, $\Lambda=\ln(E/I)$ and $C=4\pi a_0^2R^2$, where $a_0$ is the Bohr radius and $R$ the Rydberg energy,
\begin{equation}
f=\frac{nC}{E+I+U}\left[\frac1{a^2}+\frac1{b^2}-\frac1{ab}+I\Lambda\left(\frac1{a^3}+\frac1{b^3}\right)\right].
\end{equation}
Exchange of the two electrons swaps $a$ and $b$. The half-range integral of $a^{-2}+b^{-2}$ is therefore the full-range integral of $a^{-2}$, and likewise for the cubes. With $1/(ab)=(1/a+1/b)/(E+I)$,
\begin{equation}
\Sigma_i=\frac{nC}{E+I+U}\left[\frac1I-\frac1E-\frac{\Lambda}{E+I}+\frac{I\Lambda}{2}\left(\frac1{I^2}-\frac1{E^2}\right)\right].
\end{equation}
Excitation is one line at $E_x=7$ eV with $\Sigma_x=n_xC\ln(E/E_x)/(EE_x)$ and a strength of 2.0 per unit, so $n_x=2.0\times6.015=12.03$ nm$^{-3}$. At 82 eV the rates are 1.581 and 0.336 nm$^{-1}$, and the inelastic mean free path is $1/1.917=0.52$ nm. Since $(82-10)/7=10.3$, a chain has at most 11 collisions above the binding energy.

The backward equation was solved upward on energy nodes and the forward equation downward on cell centres, so that neither calculation is a transposed copy of the other:
\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & backward $N$ & forward yield\\
20 & 0.79321 & 0.79321\\
40 & 2.02558 & 2.02558\\
60 & 3.26894 & 3.26894\\
82 & 4.64325 & 4.64325
\end{tabular}
\end{center}
The digits serve only to compare the two methods. They do not express the accuracy of the model, since the input changes examined in the last section move $N$ by 14\% and more. A source spread evenly over 72--82 eV gives 4.33059 both ways. Simulating 200\,000 cascades event by event, with neither equation, gives $4.6450\pm0.0019$ at 82 eV. The standard deviation between cascades is 0.84, a quantity on which \eqref{eq:claim} is silent.

The energy account closes. Ionization takes 46.43 eV, excitation 20.66 eV, and electrons stopped below 7 eV keep 14.91 eV, in total 82.00 eV. The average cost is $82/4.643=17.7$ eV per ionization. Between 60 and 82 eV, however, one further ionization costs $22/(4.643-3.269)=16.0$ eV. The average is higher because $N$ is not proportional to $E$: the line through these two points reaches zero at $82-16.0\times4.643\approx7.7$ eV. This offset is not the 10 eV threshold, and it depends on the excitation channel: without excitation, at the same threshold, it is about 3 eV.

For a vibrational loss of 0.2 eV with a rough mean free path of 2 nm, a direct solution and \eqref{eq:shift} both give a shift of $-0.0343$, or $-0.7\%$ of $N$. The first-order estimate is $-0.0356$, too large in magnitude by 4\% of the shift.

\section{The model beside a real resist}

For a photon absorbed by an electron bound by 10 eV, the model gives 5.6 ionizations, including the initial photoionization. This is probably high: energetic electrons in organic matter spend roughly 20--30 eV per ionization, against 17.7 eV here at 82 eV and about 16 eV at 300 eV. The mean free path is near the short end of the rough range 0.5--1 nm expected at this energy, and it falls to 0.45 nm, below that range, when the inner valence electrons introduced next are included. With the source held at 82 eV and one item changed at a time, adding 18 inner valence electrons per unit, bound by 20 eV and given the same $U$, lowers $N$ by 5.4\% to 4.39. Doubling the excitation strength lowers it by 14\% to 3.99. Moving the binding energy to 9 or 11 eV gives 5.29 or 4.12. Each of these changes is larger than the vibrational shift found above for the assumed mean free path of 2 nm; a much shorter one would make that shift comparable. Collective excitation was not sized separately. These changes do not bound the error of the model, because one binding energy stands for a wide band. In a Hartree--Fock calculation (6-31G) of the isolated monomer, 4-vinylphenol, the 28 outer electrons are bound by 8--19 eV with mean $U$ near 37 eV, and the inner ones by 20--38 eV. Using these orbitals one by one gives $N\approx3.3$, or 4.3 if all are lowered by 1.5 eV as a rough allowance for the solid. A minimal basis gives 4.5 without the shift, so these values show only the size of the uncertainty.

A real film also breaks the assumption of an unbounded medium. A path of length $s$ cannot extend over more than $s$ in depth. If sources are uniform in depth, the chance that it crosses a surface of a film of thickness $d$ is at most $s/d$. The mean path from source to ionization is about 1.69 nm in this model, so in a 30 nm film at most $1.69/30=5.6\%$ of the ionizations are lost by escape. The bound scales with the mean free paths: if all were longer in proportion, with 1 nm instead of 0.52 nm at 82 eV, it would be about 11\%. Electrons entering from the substrate are not counted. Finally, $N$ counts ionization events; ions that recombine before reacting reduce the chemical yield without affecting the equality. The complete values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
small case, E0 = 3.5 I: closed form = 2.351256
small case: backward = 2.351256, forward = 2.351256
EUV wavelength = 13.5 nm, photon energy = 91.84 eV
photon energy minus binding = 81.84 eV
source electron energy, rounded = 82 eV
outer binding = 10 eV, excitation loss = 7 eV
orbital kinetic energy = 25 eV
density = 1.2 g/cm3, molar mass = 120.15 g/mol
repeat units = 6.015 per nm3
outer electrons per unit = 28, density = 168.4 per nm3
excitation strength per unit = 2.0
ionization rate at 82 eV = 1.5806 per nm
excitation rate at 82 eV = 0.3359 per nm
inelastic mean free path at 82 eV = 0.522 nm
most collisions in one chain above binding = 11
E = 20 eV: backward N = 0.793210, forward = 0.793210
E = 40 eV: backward N = 2.025581, forward = 2.025581
E = 60 eV: backward N = 3.268944, forward = 3.268944
E = 82 eV: backward N = 4.643252, forward = 4.643252
flat 72-82 eV source: backward = 4.330586
flat 72-82 eV source: forward = 4.330586
Monte Carlo histories = 200000
Monte Carlo N at 82 eV = 4.6450 +/- 0.0019
spread of N between histories (std) = 0.839
ionizations by faster-electron lineage = 4.2157
energy per ionization, E0/N = 17.66 eV
ionizations per absorbed photon, 1+N = 5.643
excitations per source electron = 2.9515
stopped electrons per source electron = 5.6433
energy left in stopped electrons = 14.907 eV
energy spent on ionization = 46.433 eV
energy spent on excitation = 20.660 eV
track length above binding, forward = 4.3439 nm
track length, Monte Carlo = 4.3423 +/- 0.0049 nm
vibrational loss = 0.2 eV, mean free path = 2.0 nm
vibrational shift of N, direct = -0.03431
vibrational shift, exact adjoint formula = -0.03431
vibrational shift, first order = -0.03558
thermal gain/loss ratio at 300 K = 4.37e-04
inner electrons per unit = 18, binding = 20 eV
N with inner-valence ionization = 4.3937
change from inner valence = -5.4 %
N with binding 9 eV = 5.2946, 11 eV = 4.1232
N with doubled excitation strength = 3.9948
mean path from source to an ionization = 1.685 nm
film thickness = 30 nm
upper bound on ionizations lost by escape = 5.6 %
\end{verbatim}
